# Barrett's Law from Local Quantum Fluctuations in a Quantum Paraelectric

## 1. One classical cell

Take one coordinate $u$, the polar displacement of the ions in one unit cell of an oxide. Its potential energy in a static force $F$ is

$$V(u)=\tfrac12\kappa u^2+\tfrac14 b u^4-Fu,\qquad \kappa>0,\quad b>0 .$$

How stiff is this cell at temperature $T$? Define the static stiffness $K_{\rm loc}$ by $\langle u\rangle=F/K_{\rm loc}$ for small $F$. Differentiating the Boltzmann average with respect to $F$ at $F=0$ gives $d\langle u\rangle/dF=\langle u^2\rangle/k_BT$, hence $K_{\rm loc}=k_BT/\langle u^2\rangle$.

For $b=0$ the distribution is Gaussian with variance $s=k_BT/\kappa$. Its moments are $\langle u^4\rangle=3s^2$, $\langle u^6\rangle=15s^3$, $\langle u^8\rangle=105s^4$ and $\langle u^{10}\rangle=945s^5$. Expand $e^{-bu^4/4k_BT}$ to second order and write $r=bs^2/(4k_BT)$:

$$\frac{\langle u^2\rangle}{s}=\frac{1-15r+\frac{945}{2}r^2}{1-3r+\frac{105}{2}r^2}
=1-12r+384r^2+\dots$$

The inverse of the denominator is $1+3r-\frac{87}{2}r^2$, so the coefficient of $r^2$ is $\frac{945}{2}-45-\frac{87}{2}=384$. Now define $g=3bs/\kappa$. Since $k_BT=\kappa s$, $r=bs/(4\kappa)=g/12$, and

$$\frac{\langle u^2\rangle}{s}=1-g+\tfrac83g^2+\dots,\qquad
K_{\rm loc}=\kappa\left(1+g-\tfrac53g^2+\dots\right).\tag{1}$$

To first order, $K_{\rm loc}=\kappa+3bs$. This has a direct reading: the curvature of the potential is $V''=\kappa+3bu^2$, and the cell responds with the curvature averaged over its fluctuations. Heating widens the distribution and hardens the cell. The second-order term will measure the error later.

## 2. The same cell in quantum mechanics

Add the kinetic energy $p^2/2M$. In equilibrium the mean momentum is constant, so the mean force vanishes:

$$F=\kappa\langle u\rangle+b\langle u^3\rangle .$$

Write $u=m+\delta$ with $m=\langle u\rangle$ and $\langle\delta\rangle=0$. Then

$$F=\kappa m+b\left(m^3+3m\langle\delta^2\rangle+\langle\delta^3\rangle\right).\tag{2}$$

The bracket already carries a factor $b$. To first order in $b$ its fluctuation averages may therefore be taken in the harmonic oscillator. For that oscillator

$$\tfrac12\kappa u^2-Fu=\tfrac12\kappa\left(u-F/\kappa\right)^2-F^2/2\kappa ,$$

so the force shifts the centre and leaves the fluctuations unchanged. They are symmetric about the centre, which gives $\langle\delta^3\rangle=0$. For small $m$ the cubic term drops out and

$$K_{\rm loc}=\kappa+3b\langle\delta^2\rangle_0+O(b^2).\tag{3}$$

The form is the classical one, but the variance now has to be that of a quantum oscillator of frequency $\omega_0=\sqrt{\kappa/M}$.

In a stationary state of the harmonic oscillator, $\langle up+pu\rangle$ is constant in time. Its time derivative is $2\langle p^2\rangle/M-2\kappa\langle u^2\rangle$, so kinetic and potential energies have equal means. For level $n$ this gives $\kappa\langle u^2\rangle_n=\hbar\omega_0(n+\tfrac12)$. With $y=\hbar\omega_0/k_BT$ the thermal mean of $n$ is

$$\frac{\sum_n n\,e^{-ny}}{\sum_n e^{-ny}}=\frac{1}{e^{y}-1},\qquad
\frac12+\frac1{e^y-1}=\frac12\coth\frac y2 .$$

Therefore

$$\langle\delta^2\rangle_0=\frac{\hbar}{2M\omega_0}\coth\frac{\hbar\omega_0}{2k_BT}=\frac{k_BT_q}{\kappa},\tag{4}$$

$$T_q=\frac{T_1}{2}\coth\frac{T_1}{2T},\qquad T_1=\frac{\hbar\omega_0}{k_B}.$$

The passage from classical to quantum fluctuations is thus the replacement $T\to T_q$ in the variance. The effective temperature $T_q$ does not go to zero: zero-point motion holds it at $T_1/2$.

**Check on the first-order step.** The anharmonic Hamiltonian was diagonalized on a position grid at $T=T_1/2$, and the first-order stiffness was subtracted from the result. Halving $b$ reduced the remainder by a factor 3.95, close to the factor 4 expected of a $b^2$ term.

## 3. Coupling the cells

A positive local stiffness cannot produce a ferroelectric instability. That requires the coupling $-\frac12\sum_{ij}J_{ij}u_iu_j$, with $J_{ii}=0$ and $J=\sum_jJ_{ij}>0$. With $u_i=m+\delta_i$,

$$u_iu_j=m u_i+m u_j-m^2+\delta_i\delta_j .$$

Mean field drops the last term, the correlation between fluctuations in different cells. For $N$ cells the coupling becomes $-Jm\sum_iu_i+\frac12NJm^2$. Each cell then feels the force

$$F=ZE+Jm,$$

where $Z$ is the effective charge and $E$ the macroscopic field. The additional local field from the surrounding dipoles is contained in $J$. Inserting $F=K_{\rm loc}m$ gives

$$m=\frac{ZE}{K},\qquad K=K_{\rm loc}-J .\tag{5}$$

With (3) and (4),

$$K=\kappa-J+\frac{3bk_B}{\kappa}T_q=\frac{3bk_B}{\kappa}\left(T_q-T_0\right),\qquad
T_0=\frac{\kappa(J-\kappa)}{3bk_B}.\tag{6}$$

For cell volume $v$ the polarization is $P=Zm/v$. The soft coordinate contributes $\varepsilon_s=P/(\varepsilon_0E)=Z^2/(\varepsilon_0vK)$ to the relative permittivity, so

$$\boxed{\;\varepsilon_s(T)=\frac{C}{\dfrac{T_1}{2}\coth\dfrac{T_1}{2T}-T_0},\qquad C=\frac{Z^2\kappa}{3bk_B\varepsilon_0v}\;}\tag{7}$$

This is Barrett's law. The vacuum and the other polarization mechanisms add a background, taken as constant. With the classical variance the same steps give $\varepsilon_s=C/(T-T_0)$, the Curie–Weiss law.

**When is first order enough?** $K$ is a small difference between large stiffnesses, so a small error in $K_{\rm loc}$ can matter. Generalize $g$ to $g=3bk_BT_q/\kappa^2$. Equation (6) then reads $K=\kappa g(T_q-T_0)/T_q$. If the next term in $K_{\rm loc}$ is $-c\,\kappa g^2$, the relative error it leaves in $K$ is

$$\frac{\Delta K}{K}=-c\,g\,\frac{T_q}{T_q-T_0}.\tag{8}$$

In the classical limit $c=5/3$ by (1). The law needs $g\ll(T_q-T_0)/T_q$. It fails close to the instability, where the right side vanishes, and at high temperature, where $g$ grows. Formally it is the limit $b\to0$ with $J-\kappa$ proportional to $b$, which keeps $T_0$ and $T_1$ fixed.

The response must also be linear. Keeping $m^3$ in (2) gives $Km+bm^3=ZE$, so the field must be weak enough that $bm^2\ll K$.

## 4. Limits and phases

**High temperature.** For small argument, $\coth z=1/z+z/3+\dots$ With $z=T_1/2T$,

$$T_q=\frac{T_1}{2}\left(\frac{2T}{T_1}+\frac{T_1}{6T}+\dots\right)=T+\frac{T_1^2}{12T}+\dots$$

Formula (7) thus returns to the Curie–Weiss law, since the correction to $T_q$ fades as $1/T$. The anharmonic error (8) grows with $T$, however, so this limit describes the cell only while $g$ remains small.

**Low temperature.** From $\coth z=(1+e^{-2z})/(1-e^{-2z})=1+2e^{-2z}+\dots$,

$$T_q=\frac{T_1}{2}+T_1e^{-T_1/T}+\dots$$

If $T_0<T_1/2$, the permittivity saturates at

$$\varepsilon_s(0)=\frac{C}{T_1/2-T_0},\qquad
\frac{\varepsilon_s(T)}{\varepsilon_s(0)}\simeq1-\frac{T_1e^{-T_1/T}}{T_1/2-T_0}.\tag{9}$$

The plateau is flat because the local oscillator must absorb a full quantum $\hbar\omega_0$ before its variance can grow.

**Phases.** The paraelectric state is stable against a uniform displacement while $K>0$.

- For $0<T_0<T_1/2$, classical mean field predicts order below $T_0$, but $T_q$ never falls to $T_0$. This is the quantum paraelectric.
- For $T_0>T_1/2$, $K$ vanishes where $T_q=T_0$, that is where $\tanh(T_1/2T_c)=T_1/2T_0$:

$$T_c=\frac{T_1}{2\,\mathrm{artanh}(T_1/2T_0)} .\tag{10}$$

Since $\tanh z<z$ for $z>0$, $T_q>T$ at every temperature, and therefore $T_c<T_0$. Zero-point motion lowers the transition without removing it. Below $T_c$ the equation $Km+bm^3=0$ has the solutions $m=\pm\sqrt{-K/b}$, which grow continuously from zero.

## 5. A model with numbers

The parameters are round and belong to no particular material: $M=25$ atomic mass units, $\omega_0=10^{13}$ rad/s, $b=2\times10^{19}$ J/m$^4$, $Z=e$, $v=(0.4\ \text{nm})^3$ and $J/\kappa=1.001$. For this charge and volume the unscreened Lorentz term alone is $Z^2/(3\varepsilon_0v)=15$ N/m, several times the chosen $J\approx4.2$ N/m, so $J$ must be read as a net value left after screening and opposing short-range forces. Then

$$\kappa=M\omega_0^2=(4.151\times10^{-26})(10^{26})=4.151\ \text{N/m},\qquad T_1=\frac{\hbar\omega_0}{k_B}=76.38\ \text{K},$$

$$T_0=\frac{\kappa^2(J/\kappa-1)}{3bk_B}=\frac{(4.151)^2(0.001)}{3(2\times10^{19})k_B}=20.80\ \text{K},\qquad C=2.270\times10^5\ \text{K}.$$

Half of $T_1$ is 38.19 K, which exceeds $T_0$, so the model is a quantum paraelectric. Its saturated permittivity is

$$\varepsilon_s(0)=\frac{2.270\times10^5}{38.19-20.80}\approx1.31\times10^4 .$$

The zero-point displacement that prevents order is 11.3 pm (root mean square).

For comparison, the mean-field problem was solved without expanding in $b$. The single-cell Hamiltonian in the force $ZE+Jm$ was diagonalized, and $m$ was adjusted until it reproduced itself, at $E=1000$ V/m.

| $T$ (K) | Barrett | numerical mean field | Curie–Weiss |
|---|---|---|---|
| 2 | 13056 | 13094 | – |
| 20 | 11885 | 11925 | – |
| 40 | 7402 | 7439 | 11826 |
| 80 | 3483 | 3511 | 3835 |
| 150 | 1714 | 1738 | 1757 |
| 300 | 808 | 829 | 813 |

The field is weak enough. At low temperature $K=\kappa g(T_q-T_0)/T_q$ with $g=1.84\times10^{-3}$ gives $K\approx3.5\times10^{-3}$ N/m. Hence $m=ZE/K\approx0.046$ pm and $bm^2/K\approx1.2\times10^{-5}$.

**Reading the error.** Relative to the numerical solution, Barrett's law is low by 0.3 % at 2 K and by 2.4 % at 300 K. Equation (8) accounts for the size at high temperature, where the classical coefficient is a good guide. At 2 K the deviation corresponds to a smaller coefficient, $c\approx0.7$. At 300 K, $g=1.84\times10^{-3}\times301.6/38.19=0.0145$. With the classical $c=5/3$ the predicted error is $\frac53(0.0145)(301.6/280.8)=2.6$ %. At 40 K, halving $b$ and $J-\kappa$ together halved the deviation (factor 1.998), as an error proportional to $g$ requires.

The table also shows that at 150 K and 300 K the Curie–Weiss law lies closer to the numerical solution than Barrett's law does. This does not make the fluctuations more classical than (4) says. The Curie–Weiss law omits two effects of opposite sign: the excess $T_q-T$, which lowers the permittivity, and the $b^2$ term, which raises it. At these temperatures they partly cancel. At 40 K the quantum effect dominates, and the Curie–Weiss value is 60 % above Barrett's.

**Both limits.** At 300 K, $T_q-T=1.619$ K, against 1.621 K from $T_1^2/12T$. Between 0 and 10 K the permittivity falls by 0.211 %, against 0.212 % from (9).

**The classical transition.** Boltzmann integration of the quartic cell puts the classical instability at 20.84 K. By (1) it lies where $g-\frac53g^2=0.001$. This gives $g\approx0.001(1+0.0017)$ and a temperature $20.80\times1.0017=20.84$ K.

**A stronger coupling.** For $J/\kappa=1.002$, $T_0$ doubles to 41.61 K and exceeds $T_1/2$. Equation (10) gives $T_c=24.2$ K; diagonalization gives 24.4 K. Zero-point motion has removed about two fifths of the classical transition temperature.

**Sensitivity.** With $\kappa$ and $b$ fixed, $T_0$ is proportional to $J/\kappa-1$. Raising $J/\kappa$ by $10^{-4}$ raises $T_0$ by 2.08 K and multiplies $\varepsilon_s(0)$ by $17.39/(17.39-2.08)=1.14$. A change of one part in ten thousand in the ratio of the force constants thus changes the saturated permittivity by 14 %. At 300 K, where the denominator of (7) is 280.8 K, the same change alters the permittivity by only 0.7 %. The sensitivity is greatest where the cancellation in $K$ is closest.

## 6. Which oscillator fluctuates?

The frequency in (4) is $\omega_0$, that of a cell whose neighbours are held at their mean position. It is not the frequency of the soft mode. To find the latter, let the mean displacement move uniformly. A harmonic lattice that is displaced as a whole keeps its variance, so at leading order the force balance becomes $M\ddot m=-Km$ and $\omega_s=\sqrt{K/M}$. In the example at low temperature, $\hbar\omega_s/k_B=T_1\sqrt{K/\kappa}\approx2.2$ K, far below $T_1=76$ K.

Suppose the soft stiffness were used in the variance. In the classical case (6) would be replaced by

$$K=\kappa-J+\frac{3bk_BT}{K}.$$

Multiplying by $K$ and taking the positive root,

$$K=\tfrac12\left[(\kappa-J)+\sqrt{(\kappa-J)^2+12bk_BT}\right].$$

This is positive for every $T>0$, so $K$ never vanishes and the continuous transition is lost. At high temperature $K\simeq\sqrt{3bk_BT}$. For the example the logarithmic slope of $K$ between 150 and 300 K is 0.50, whereas a Curie–Weiss law needs a slope near 1. The substitution fails because it gives each cell the fluctuations of one collective mode, which is one among $N$.

## 7. From one frequency to a band

The correlations dropped in Section 3 can now be examined. Apply the force balance to the coupled lattice, again to first order in $b$. The harmonic fluctuations are still symmetric, so

$$K=\kappa-J+3b\langle\delta_i^2\rangle,\qquad
\langle\delta_i^2\rangle=\frac1N\sum_{\mathbf q}\frac{\hbar}{2M\omega_{\mathbf q}}\coth\frac{\hbar\omega_{\mathbf q}}{2k_BT},\tag{11}$$

$$\omega_{\mathbf q}^2=\frac{\kappa-J_{\mathbf q}}{M},\qquad J_{\mathbf q}=\sum_jJ_{ij}\cos\mathbf q\cdot(\mathbf R_i-\mathbf R_j).$$

For $T_0>0$, $J$ exceeds $\kappa$ and the frequencies near $q=0$ would be imaginary. But $J-\kappa$ is itself of order $b$, and the variance in (11) already carries a factor $b$. At this order the variance is therefore evaluated at $J=\kappa$. At finite temperature this step is less accurate than in Section 3: the small-$q$ modes make the variance depend on $\sqrt K$, so the neglected term is of relative order $\sqrt g$ and not $g$. All frequencies are then real provided that no $J_{\mathbf q}$ exceeds $J$, which is guaranteed when all couplings are positive.

The variance is an average over all normal modes, each of which is an oscillator obeying (4). Barrett's law follows if nearly all of them have $\omega_{\mathbf q}\approx\omega_0$. Coupling of one sign and similar strength to many neighbours achieves this: the cosines cancel unless $q$ is smaller than about the inverse range, so the soft modes fill a small part of the Brillouin zone.

This was tested on a simple cubic lattice with equal coupling to $n$ neighbours, at the harmonic stability edge $J=\kappa$. The table gives $\langle\delta_i^2\rangle$ divided by its local value.

| $n$ | $T=0$ | classical |
|---|---|---|
| 6 | 1.115 | 1.52 |
| 26 | 1.035 | 1.16 |
| 124 | 1.007 | 1.03 |
| 342 | 1.003 | 1.01 |

Both ratios approach 1 as the range grows. A positive $K$ lowers the classical ratios: for the example with nearest neighbours at 300 K the self-consistent value is about 1.35 instead of 1.51, while the $T=0$ value moves only from 1.115 to 1.113. For nearest neighbours the correction is not small. As an estimate, multiply the zero-point value $T_q=38.19$ K by 1.115. The denominator of (7) becomes $42.6-20.8=21.8$ K instead of 17.4 K, and the saturated permittivity drops by about 20 %.

Long range alone is not enough. Dipolar forces reach far, but their sign depends on direction, and their $J_{\mathbf q}$ stays large over most of the zone. For one coordinate on the simple cubic lattice it changes sign and vanishes only at special wave vectors such as the zone corner; with the unscreened charge of the example its root mean square over the zone is about 13 N/m, three times $\kappa$. For a real oxide the single frequency is therefore an assumption to be tested against the phonon dispersion.

**The shape of the plateau.** Short-range coupling also changes the low-temperature law. At $J=\kappa$, $\kappa-J_{\mathbf q}\propto q^2$ for small $q$, so $\omega_{\mathbf q}=aq$ with a constant velocity $a$. The thermal part of (11) in three dimensions is

$$\Delta\langle\delta_i^2\rangle\propto\int\frac{q^2\,dq}{aq}\,\frac{1}{e^{\hbar aq/k_BT}-1}
\propto T^2\int_0^\infty\frac{s\,ds}{e^s-1},$$

with $q=k_BTs/(\hbar a)$. The stiffness, and with it $1/\varepsilon_s$, rises as $T^2$ and not exponentially. This exponent assumes a branch that is soft in all directions of $\mathbf q$. For a single polar axis the dipolar force gives $\omega_{\mathbf q}^2=a^2q^2+\lambda^2\cos^2\theta$, with $\theta$ the angle between $\mathbf q$ and the axis. Only directions with $|\cos\theta|\lesssim k_BT/\hbar\lambda$ are then excited, and the rise becomes $T^3$. On the nearest-neighbour lattice at $J=\kappa$ the exponent between 3.8 K and 7.6 K is close to 2. For the local oscillator the same doubling of temperature gives an effective exponent of 14.4.

The $T^2$ law requires $k_BT$ to be well above the soft-mode quantum $\hbar\omega_s$ and well below the top of the band. In the example $\hbar\omega_s/k_B$ is above 2 K, so at 3.8 K the first condition is not met, and the gap opened by a positive $K$ makes the rise steeper than $T^2$, because it suppresses the thermal occupation more strongly at the lower temperature. The plateau of (9), with the local quantum $k_BT_1$ in the exponent, is therefore a property of the single-frequency approximation. In a band with $K>0$ the smallest quantum is $\hbar\omega_s$, and the plateau becomes exponential when $k_BT$ is well below it. A measured $1/\varepsilon$ that rises as a power of $T$ at low temperature is thus not described by one local frequency. Dispersion of the soft branch is a possible cause, but not the only one: coupling to acoustic strain, left out here, can also give a power law. A value of $T_1$ fitted to such data can depend on the temperature range of the fit and should not be read as the frequency of one mode.

The remaining numerical values are in the numerical output.

## Values computed for the example and the checks

```
mass M = 4.1513e-26 kg
local angular frequency w0 = 1.000e+13 rad/s
local stiffness kappa = 4.1513 N/m
quartic constant b = 2.000e+19 J/m^4
effective charge Z = 1.6022e-19 C
cell volume v = 6.400e-29 m^3
coupling ratio J/kappa = 1.0010
applied field in numerical solution = 1000 V/m
T1 = 76.382 K, T1/2 = 38.191 K
T0 = 20.804 K
C = 2.2701e+05 K
zero-point rms displacement = 11.270 pm
small parameter g at T=0 = 1.836e-03
saturated permittivity eps(0) = 13056.1
T (K) | Tq (K) | Barrett | numerical mean field | deviation (%) | classical
2 | 38.191 | 13056.1 | 13094.0 | -0.289 | none (T < T0)
10 | 38.228 | 13028.5 | 13066.5 | -0.291 | none (T < T0)
20 | 39.905 | 11884.6 | 11924.6 | -0.336 | none (T < T0)
40 | 51.475 | 7401.5 | 7438.6 | -0.499 | 11825.9
80 | 85.987 | 3482.7 | 3511.1 | -0.811 | 3834.9
150 | 153.227 | 1714.3 | 1737.6 | -1.341 | 1757.1
300 | 301.619 | 808.4 | 828.6 | -2.438 | 813.1
stiffness remainder ratio on halving b = 3.952
deviation ratio at 40 K on halving b and J-kappa = 1.998
classical transition by quadrature = 20.838 K
relative drop of eps from 0 to 10 K = 2.1126e-03
same drop from low-T asymptote = 2.1160e-03
Tq - T at 300 K = 1.6189 K
T1^2/(12 T) at 300 K = 1.6206 K
stronger coupling J/kappa = 1.0020, T0 = 41.608 K
its Tc from formula = 24.242 K
its Tc from diagonalization = 24.407 K
soft-frequency variant: exponent of K, 150-300 K = 0.5025
neighbours | <u^2>/local value at T=0 | same, classical (J = kappa)
6 | 1.115 | 1.52
26 | 1.035 | 1.16
124 | 1.007 | 1.03
342 | 1.003 | 1.01
temperatures for rise exponents = 3.819 K and 7.638 K
rise exponent, nearest-neighbour lattice = 2.083
rise exponent, local oscillator = 14.427
```
